# Charge-State Stability of an Oxygen Vacancy from Its Formation Energies: a numerical check

```python
# Result under test: a vacancy with formation energies 6.5, 3.2, -0.5 eV in
# charges 0, +1, +2 (Fermi level at the valence edge) never has +1 as its
# lowest state. Symbols: F = Fermi level above the valence edge (eV),
# E_q(F) = E_q + q*F, U = E_0 + E_2 - 2*E_1, k = Boltzmann constant.
# "Level (a/b)" is the Fermi level at which charges a and b have equal energy.
from itertools import product
import numpy as np
from scipy.constants import k as boltzmann_joule, e as elementary_charge
from scipy.optimize import brentq, minimize_scalar

energies = np.array([6.5, 3.2, -0.5])
charges = np.array([0, 1, 2])
gap = 6.0
step = 0.001
# Midpoint grid, so that no grid point falls exactly on a crossing.
fermi_grid = (np.arange(round(gap / step)) + 0.5) * step
k_ev = boltzmann_joule / elementary_charge


def formation(fermi, base=energies):
    return base + charges * fermi


def lowest_charges(base):
    table = base[None, :] + fermi_grid[:, None] * charges[None, :]
    return np.argmin(table, axis=1), table


def crossing(a, b):
    return brentq(lambda f: formation(f)[a] - formation(f)[b], -10, 20)


# Derived formulas
level_10 = energies[0] - energies[1]
level_21 = energies[1] - energies[2]
level_20 = (energies[0] - energies[2]) / 2
U = energies[0] + energies[2] - 2 * energies[1]

# Transition levels from root finding on the energy lines
assert abs(crossing(1, 0) - level_10) < 1e-9
assert abs(crossing(2, 1) - level_21) < 1e-9
assert abs(crossing(2, 0) - level_20) < 1e-9

# Brute-force search for the lowest charge state through the gap
stable, table = lowest_charges(energies)
assert not np.any(stable == 1)
changes = np.flatnonzero(np.diff(stable))
assert len(changes) == 1
assert stable[0] == 2 and stable[-1] == 0
jump = (fermi_grid[changes[0]] + fermi_grid[changes[0] + 1]) / 2
assert abs(jump - level_20) < step

# Excess energy of +1 over the lowest other state
excess = table[:, 1] - np.minimum(table[:, 0], table[:, 2])
assert np.allclose(excess, -U / 2 + abs(fermi_grid - level_20), atol=1e-10)

# Two distant vacancies sharing a fixed total charge of +2
pairs = {p: energies[p[0]] + energies[p[1]]
         for p in product(range(3), repeat=2) if sum(p) == 2}
best_pair = min(pairs, key=pairs.get)
assert sorted(best_pair) == [0, 2]
reaction_energy = pairs[best_pair] - pairs[(1, 1)]
assert abs(reaction_energy - U) < 1e-10

# Threshold in E_1 found by bisection on repeated scans
low, high = 2.5, energies[1]
for _ in range(30):
    trial = (low + high) / 2
    found, _table = lowest_charges(np.array([energies[0], trial, energies[2]]))
    if np.any(found == 1):
        low = trial
    else:
        high = trial
threshold = (low + high) / 2
assert abs(threshold - (energies[0] + energies[2]) / 2) < step

# Contrast case in which +1 does have a stable window
contrast = np.array([energies[0], 2.9, energies[2]])
contrast_U = contrast[0] + contrast[2] - 2 * contrast[1]
contrast_stable, _table = lowest_charges(contrast)
window = fermi_grid[contrast_stable == 1]
window_low, window_high = window[0] - step / 2, window[-1] + step / 2
assert abs((window_high - window_low) - contrast_U) < 2 * step


# Thermal fractions from the four occupations of one spin-degenerate orbital
def fractions(fermi, temperature):
    shifted = formation(fermi) - formation(fermi).min()
    weights = np.zeros(3)
    for up, down in product((0, 1), repeat=2):
        charge = 2 - up - down
        weights[charge] += np.exp(-shifted[charge] / (k_ev * temperature))
    return weights / weights.sum()


thermal = []
for temperature in (300.0, 1300.0):
    kt = k_ev * temperature
    for fermi in (3.3, 3.45, 3.6):
        f0, f1, f2 = fractions(fermi, temperature)
        assert np.isclose(f1**2 / (f0 * f2), 4 * np.exp(U / kt), rtol=1e-9)
    peak = minimize_scalar(lambda f: -np.log(fractions(f, temperature)[1]),
                           bounds=(3.0, 4.0), method="bounded",
                           options={"xatol": 1e-9})
    maximum = fractions(peak.x, temperature)[1]
    assert abs(peak.x - level_20) < 1e-5
    assert np.isclose(maximum, 1 / (1 + np.exp(-U / (2 * kt))), rtol=1e-6)
    thermal.append((temperature, kt, peak.x, maximum))

for q in charges:
    print(f"Input formation energy, charge +{q}, F=0: {energies[q]:.1f} eV")
print(f"Model band gap: {gap:.1f} eV")
print(f"Level (+1/0): {level_10:.2f} eV")
print(f"Level (+2/+1): {level_21:.2f} eV")
print(f"Level (+2/0): {level_20:.2f} eV")
print(f"U: {U:.2f} eV")
print("Formation energies in eV at Fermi level F:")
for fermi in (0.0, level_10, level_20, level_21, gap):
    e0, e1, e2 = formation(fermi)
    print(f"F={fermi:.2f} eV: E0={e0:.2f}, E1={e1:.2f}, E2={e2:.2f}")
print(f"Scan points with +1 lowest: {np.sum(stable == 1)} of {len(stable)}")
print(f"Scan: stable charge jumps from +2 to 0 at F = {jump:.3f} eV")
print(f"Scan: smallest excess energy of +1: {excess.min():.3f} eV")
print(f"Energy of two +1 vacancies, F=0: {pairs[(1, 1)]:.2f} eV")
print(f"Energy of one 0 and one +2, F=0: {pairs[best_pair]:.2f} eV")
print(f"Reaction energy of 2(+1) -> 0 and +2: {reaction_energy:.2f} eV")
print(f"Scan: E1 threshold for a stable +1: {threshold:.3f} eV")
print(f"Contrast input E1: {contrast[1]:.2f} eV")
print(f"Contrast U: {contrast_U:.2f} eV")
print(f"Contrast +1 window: {window_low:.3f} to {window_high:.3f} eV")
for temperature, kt, position, maximum in thermal:
    print(f"T={temperature:.0f} K: kT = {kt:.5f} eV")
    print(f"  largest +1 fraction = {maximum:.3e} (no unit)")
    print(f"  reached at F = {position:.3f} eV")
print("PASS")
```

Output:

```
Input formation energy, charge +0, F=0: 6.5 eV
Input formation energy, charge +1, F=0: 3.2 eV
Input formation energy, charge +2, F=0: -0.5 eV
Model band gap: 6.0 eV
Level (+1/0): 3.30 eV
Level (+2/+1): 3.70 eV
Level (+2/0): 3.50 eV
U: -0.40 eV
Formation energies in eV at Fermi level F:
F=0.00 eV: E0=6.50, E1=3.20, E2=-0.50
F=3.30 eV: E0=6.50, E1=6.50, E2=6.10
F=3.50 eV: E0=6.50, E1=6.70, E2=6.50
F=3.70 eV: E0=6.50, E1=6.90, E2=6.90
F=6.00 eV: E0=6.50, E1=9.20, E2=11.50
Scan points with +1 lowest: 0 of 6000
Scan: stable charge jumps from +2 to 0 at F = 3.500 eV
Scan: smallest excess energy of +1: 0.200 eV
Energy of two +1 vacancies, F=0: 6.40 eV
Energy of one 0 and one +2, F=0: 6.00 eV
Reaction energy of 2(+1) -> 0 and +2: -0.40 eV
Scan: E1 threshold for a stable +1: 3.000 eV
Contrast input E1: 2.90 eV
Contrast U: 0.20 eV
Contrast +1 window: 3.400 to 3.600 eV
T=300 K: kT = 0.02585 eV
  largest +1 fraction = 4.365e-04 (no unit)
  reached at F = 3.500 eV
T=1300 K: kT = 0.11203 eV
  largest +1 fraction = 1.436e-01 (no unit)
  reached at F = 3.500 eV
PASS
```
